# Force constants from shifted q-grids: twisted images and their partial cancellation

## 1. Definitions and conventions

A crystal has lattice vectors $\mathbf R=\sum_i n_i\mathbf a_i$ with integer $n_i$, and reciprocal vectors $\mathbf b_j$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Let $u_{\kappa\alpha}(\mathbf R)$ be the displacement of atom $\kappa$ of cell $\mathbf R$ along direction $\alpha$. The force constants are second derivatives of the energy $E$ at equilibrium,

$$\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf R)=\frac{\partial^2E}{\partial u_{\kappa\alpha}(\mathbf 0)\,\partial u_{\kappa'\beta}(\mathbf R)} .$$

Atomic indices are dropped below; $\Phi(\mathbf R)$ is a real matrix. In the harmonic approximation the force on the atoms of cell $\mathbf 0$ is

$$F(\mathbf 0)=-\sum_{\mathbf R}\Phi(\mathbf R)\,u(\mathbf R).$$

For a wave $u(\mathbf R)=e\,\mathrm e^{i\mathbf q\cdot\mathbf R}$ this becomes $F(\mathbf 0)=-C(\mathbf q)e$, with

$$C(\mathbf q)=\sum_{\mathbf R}\Phi(\mathbf R)\,\mathrm e^{i\mathbf q\cdot\mathbf R}. \tag{1}$$

Density functional perturbation theory gives $C(\mathbf q)$ at chosen wavevectors. Division by $\sqrt{M_\kappa M_{\kappa'}}$ turns it into the dynamical matrix, whose eigenvalues are $\omega^2$.

The wavevectors form a grid of $N_q=N_1N_2N_3$ points with shift $\mathbf s$, measured in grid spacings:

$$\mathbf q_{\mathbf m}=\sum_i\frac{m_i+s_i}{N_i}\,\mathbf b_i,\qquad m_i=0,\dots,N_i-1 .$$

The force constants obtained from the grid are defined by the discrete back-transform

$$\Phi_{\mathbf s}(\mathbf R)=\frac1{N_q}\sum_{\mathbf m}C(\mathbf q_{\mathbf m})\,\mathrm e^{-i\mathbf q_{\mathbf m}\cdot\mathbf R}. \tag{2}$$

I assume that $\sum_{\mathbf R}|\Phi(\mathbf R)|$ converges, so that sums may be reordered. In a polar insulator this fails: dipole–dipole force constants fall as $R^{-3}$, and $\int R^2\,dR/R^3$ diverges logarithmically. That part must be subtracted from $C(\mathbf q)$ before (2) and added back after interpolation. The results below then hold for the remainder, if it is absolutely summable. The assumption can also fail in a metal with a sharp Fermi surface: in the free-electron model the Kohn anomaly gives an oscillating tail of envelope $R^{-3}$, whose absolute sum again diverges logarithmically. Smearing of the Fermi surface damps this tail.

## 2. The back-transform is a sum over images

Insert (1), with summation variable $\mathbf R'$, into (2) and exchange the sums:

$$\Phi_{\mathbf s}(\mathbf R)=\sum_{\mathbf R'}\Phi(\mathbf R')\;\frac1{N_q}\sum_{\mathbf m}\mathrm e^{i\mathbf q_{\mathbf m}\cdot(\mathbf R'-\mathbf R)} .$$

Write $\mathbf R'-\mathbf R=\sum_i d_i\mathbf a_i$. Since $\mathbf q_{\mathbf m}\cdot(\mathbf R'-\mathbf R)=2\pi\sum_i(m_i+s_i)d_i/N_i$, the grid sum is a product of three factors of the form

$$g=\frac1N\sum_{m=0}^{N-1}\mathrm e^{2\pi i(m+s)d/N}
=\mathrm e^{2\pi isd/N}\,\frac1N\sum_{m=0}^{N-1}z^m,\qquad z=\mathrm e^{2\pi id/N}.$$

If $d$ is not a multiple of $N$, then $z\ne1$ but $z^N=1$, and the geometric sum $(z^N-1)/(z-1)$ vanishes. If $d=NL$ with integer $L$, then $z=1$, the sum is $N$, and $g=\mathrm e^{2\pi isL}$.

So the surviving $\mathbf R'$ differ from $\mathbf R$ by a vector of the superlattice, $\mathbf T_{\mathbf L}=\sum_iN_iL_i\mathbf a_i$, and

$$\boxed{\;\Phi_{\mathbf s}(\mathbf R)=\sum_{\mathbf L}\mathrm e^{2\pi i\mathbf s\cdot\mathbf L}\,\Phi(\mathbf R+\mathbf T_{\mathbf L})\;} \tag{3}$$

The grid folds all images of $\mathbf R$ onto one value. The shift does not remove images; it gives each a phase. This was tested for a chain with three shifts, and in three dimensions with random force constants and a general shift.

## 3. Twisted periodicity

Replace $\mathbf R$ by $\mathbf R+\mathbf T_{\mathbf L'}$ in (3) and put $\mathbf L''=\mathbf L+\mathbf L'$:

$$\Phi_{\mathbf s}(\mathbf R+\mathbf T_{\mathbf L'})
=\sum_{\mathbf L''}\mathrm e^{2\pi i\mathbf s\cdot(\mathbf L''-\mathbf L')}\Phi(\mathbf R+\mathbf T_{\mathbf L''})
=\mathrm e^{-2\pi i\mathbf s\cdot\mathbf L'}\,\Phi_{\mathbf s}(\mathbf R). \tag{4}$$

For $\mathbf s=\mathbf 0$ this is ordinary periodicity. For $s_i=\tfrac12$, one step $N_i\mathbf a_i$ gives $\mathrm e^{-i\pi}=-1$: the force constants are antiperiodic along that direction, and two steps restore them.

Because $\Phi$ is real, conjugating (3) gives $\Phi_{\mathbf s}^*=\Phi_{-\mathbf s}$. If every $2s_i$ is an integer, $\mathbf s$ and $-\mathbf s$ give the same phases, and $\Phi_{\mathbf s}$ is real. For other shifts it is in general complex.

Antiperiodicity has a consequence at the cell boundary. In a chain with one atom per cell, $\Phi(R)=\Phi(-R)$ (with $R$ counted in lattice constants), and the half-shifted result inherits this symmetry. For even $N$,

$$\Phi_{1/2}(N/2)=-\Phi_{1/2}(-N/2)=-\Phi_{1/2}(N/2)=0 .$$

The first equality is (4), the second the symmetry. The half-shifted grid is blind to the force constant at half the supercell length: the images at $+N/2$ and $-N/2$ enter with opposite signs.

## 4. What the phases mean physically

Displace atom $\kappa'$ in cell $\mathbf R$ and all its copies in cells $\mathbf R+\mathbf T_{\mathbf L}$, with amplitudes $\mathrm e^{2\pi i\mathbf s\cdot\mathbf L}$ along $\beta$. By the force law of part 1, the force on cell $\mathbf 0$ per unit amplitude is

$$-\sum_{\mathbf L}\Phi(\mathbf R+\mathbf T_{\mathbf L})\,\mathrm e^{2\pi i\mathbf s\cdot\mathbf L}=-\Phi_{\mathbf s}(\mathbf R).$$

For $\mathbf s=\mathbf 0$ all copies move alike, which is what happens when one atom is displaced in a periodically repeated supercell. For a half shift the copies move with alternating signs. This reading was tested on a ring of 64 atoms: every fourth atom was displaced, with equal or alternating signs, and the energy was differentiated numerically. The forces agree with the two grid transforms.

## 5. Averaging the two grids

In one dimension the mean of the unshifted and half-shifted results is

$$\bar\Phi(R)=\tfrac12\big[\Phi_0(R)+\Phi_{1/2}(R)\big]
=\sum_L\frac{1+(-1)^L}{2}\,\Phi(R+NL)=\sum_{L\ \mathrm{even}}\Phi(R+NL). \tag{5}$$

The odd images cancel. The nearest unwanted image is now $2N$ cells away from $R$ instead of $N$. The grids explain why: the points $m/N$ and $(m+\tfrac12)/N=(2m+1)/2N$ together form the unshifted grid of $2N$ points, and $\bar\Phi$ is its back-transform.

Half the difference keeps the other images:

$$\tfrac12\big[\Phi_0(R)-\Phi_{1/2}(R)\big]=\sum_{L\ \mathrm{odd}}\Phi(R+NL)
=\sum_{L\ \mathrm{even}}\Phi(R+N+NL)=\bar\Phi(R+N).$$

The odd images have therefore moved to where they belong, at $R+N$. The mean has period $2N$, and its $2N$ values in one period carry all the data of both grids.

**Three dimensions.** With the common shift $\mathbf s=(\tfrac12,\tfrac12,\tfrac12)$ the weight of an image in the mean is

$$\tfrac12\big[1+(-1)^{L_1+L_2+L_3}\big].$$

"Odd" now refers to the sum $L_1+L_2+L_3$. The images $(1,0,0)$ and $(1,1,1)$ disappear, but $(1,1,0)$ survives with full weight. For a simple cubic lattice of constant $a$ and an $N\times N\times N$ grid, the nearest surviving image lies at distance $\sqrt2\,Na$ from $\mathbf R$, not $2Na$.

To keep just those images that are even along all three directions, one averages over all eight shifts with $s_i\in\{0,\tfrac12\}$:

$$\frac18\sum_{\mathbf s}\mathrm e^{2\pi i\mathbf s\cdot\mathbf L}=\prod_{i=1}^3\frac{1+(-1)^{L_i}}2 .$$

These eight grids together are the grid doubled in each direction. It has eight times the points of the original grid, before symmetry is used, whereas the two-grid mean needs twice as many. The image weights in the numerical output show both rules.

## 6. Interpolation: which cell to use

To interpolate, one picks a cell of representatives $\mathbf R$ and forms

$$\tilde C_{\mathbf s}(\mathbf q)=\sum_{\mathbf R\in\mathrm{cell}}\Phi_{\mathbf s}(\mathbf R)\,\mathrm e^{i\mathbf q\cdot\mathbf R}$$

at any $\mathbf q$. On the grid that supplied the data the choice of representatives is immaterial. Moving one by $\mathbf T_{\mathbf L}$ multiplies $\Phi_{\mathbf s}$ by $\mathrm e^{-2\pi i\mathbf s\cdot\mathbf L}$, by (4), and the plane wave by

$$\mathrm e^{i\mathbf q_{\mathbf m}\cdot\mathbf T_{\mathbf L}}=\mathrm e^{2\pi i\sum_i(m_i+s_i)L_i}=\mathrm e^{2\pi i\mathbf s\cdot\mathbf L}.$$

The factors cancel. The input is also reproduced, because inserting (2) gives

$$\tilde C_{\mathbf s}(\mathbf q_{\mathbf m})=\sum_{\mathbf m'}C(\mathbf q_{\mathbf m'})\,\frac1{N_q}\sum_{\mathbf R\in\mathrm{cell}}\mathrm e^{i(\mathbf q_{\mathbf m}-\mathbf q_{\mathbf m'})\cdot\mathbf R}=C(\mathbf q_{\mathbf m}).$$

The shift drops out of the difference of wavevectors, and the inner sum is the geometric sum of part 2 with the roles of $\mathbf R$ and $\mathbf m$ exchanged.

Between grid points the representatives do matter. The natural choice, made for each pair of atoms, is the $\mathbf R$ that puts the two atoms closest together, since force constants usually decay with distance. Equivalent vectors that give the same distance share the weight equally, each with its own value of $\Phi_{\mathbf s}$, because by (4) these values can differ by a phase. In a chain with one atom per cell and even $N$, $R=\pm N/2$ have weight $\tfrac12$ each.

**Uniform translation.** Displacing the whole crystal costs no energy, so $\sum_{\kappa'}C_{\kappa\alpha,\kappa'\beta}(\mathbf 0)=0$. The unshifted grid contains $\mathbf q=\mathbf 0$ and reproduces this. The half-shifted grid does not contain it, and its interpolated $\tilde C(\mathbf 0)$ need not obey the rule. The acoustic branch may then start at a finite frequency, or at an imaginary one if the defect is negative. The latter happens in the chain of part 7 when $x=0.4$ is replaced by $-0.4$: the chain is still stable, but for $N=4$ the half-shifted grid gives $\tilde C(0)=-6.7$ mHa/bohr².

**The mean.** $\bar\Phi$ must be summed over a cell of twice the volume. In a chain this is $-N\le R\le N$ with half weights at the ends. In three dimensions it is a cell of the superlattice of vectors $\mathbf T_{\mathbf L}$ with $L_1+L_2+L_3$ even. At every point of both grids $\mathrm e^{i\mathbf q\cdot\mathbf T_{\mathbf L}}=1$ for these vectors, so the union of the grids is the ordinary, unshifted grid of this larger cell. Both sets of data, including $C(\mathbf 0)$, are reproduced.

If $\bar\Phi$ is instead summed over the original cell, half of its values are discarded. As the sum is linear in $\Phi$, this is the same as averaging the two interpolated curves. At a point of one grid, one curve is right and the other in general wrong, so the average misses the data of both grids.

## 7. A chain with known force constants

Take one atom of mass $M$ per cell and let the lattice constant be the unit of length for $q$. Springs $K_n=K_1x^{n-1}$ with $0<x<1$ join $n$-th neighbours:

$$E=\frac12\sum_{n\ge1}K_n\sum_l(u_{l+n}-u_l)^2 .$$

Differentiation gives $\Phi(R)=-K_{|R|}$ for $R\neq0$ and $\Phi(0)=2\sum_nK_n=2K_1/(1-x)$. Then (1) reads $C(q)=2\sum_nK_n(1-\cos nq)$. The cosine sum is geometric:

$$\sum_{n\ge1}x^{n-1}\cos nq=\mathrm{Re}\,\frac{\mathrm e^{iq}}{1-x\mathrm e^{iq}}=\frac{\cos q-x}{D},\qquad D=1-2x\cos q+x^2 .$$

Subtract it from $\sum_nx^{n-1}=1/(1-x)$. Over the common denominator $(1-x)D$ the numerator is

$$1-2x\cos q+x^2-(1-x)(\cos q-x)=1+x-(1+x)\cos q ,$$

so that

$$C(q)=\frac{2K_1(1+x)(1-\cos q)}{(1-x)(1-2x\cos q+x^2)} . \tag{6}$$

This function plays the part of the perturbation-theory data. The parameters are $K_1=0.020$ Ha/bohr², $x=0.4$, $M=50000$ electron masses and $N=4$. Force constants below are in mHa/bohr².

**One distance in detail.** For $R=1$ the true value is $-20.00$. The unshifted grid gives $-23.81$: the nearest image, at $R-4=-3$, adds its $-3.20$, and further images add the rest. The half-shifted grid gives $-16.38$, since that image now enters with the opposite sign. The mean is

$$\tfrac12(-23.81-16.38)=-20.10,$$

and the nearest remaining image sits at $R-8=-7$. Half the difference is $\tfrac12(-23.81+16.38)=-3.71$. By part 5 this is $\bar\Phi(5)$, which equals $\bar\Phi(-3)=\bar\Phi(3)$ by period 8 and symmetry. The true value at $R=3$ is $-3.20$; here the nearest surviving image, at $-5$, is not much farther away than $R$ itself, and the relative error is larger.

At $R=3$ the half-shifted value is $+16.38$, minus the value at $R=-1$, as antiperiodicity demands. At $R=2$ it is zero, as shown in part 3. At $R=4$ the mean is $-2.56$, twice the true $-1.28$, because $+4$ and $-4$ are images of each other in the doubled cell; the boundary weights $\tfrac12$ repair this.

**The sum-rule defect.** The half-shifted grid interpolates to

$$\tilde C(0)=69.16-2\times16.38=36.40$$

instead of zero. The origin can be traced image by image. The true sum $\sum_R\Phi(R)$ vanishes, so what counts is the change of each term.

- The terms $R=\pm2$ are lost, which raises the sum by $2\times8.00=16.00$.
- The terms $R=\pm3$ and $\pm4$ are folded in with reversed sign, which raises it by $4\times3.20=12.80$ and $4\times1.28=5.12$.

Together these make $33.92$; more distant neighbours supply the rest.

**Errors over the zone.** The largest errors of the interpolated $C(q)$ on a dense scan, relative to the largest true value $C(\pi)=95.24$, are

- 16% for the unshifted grid,
- 38% for the half-shifted grid,
- 2.3% for the mean on the doubled cell,
- 19% for the mean on the original cell.

Judged by this largest error, the mean on the original cell is here worse than the unshifted grid alone, though it uses twice the data; at particular points, such as $q=\pi/8$ below, the order is reversed. Its defect at $q=0$ is $18.20$, half of $36.40$, as averaging the two curves requires.

**A frequency.** At $q=\pi/8$, midway between two points of the combined grid, $\omega=\sqrt{C/M}$ is 0.581 mHa, or 127.5 cm⁻¹. The unshifted grid gives 90.1 cm⁻¹, the half-shifted one 193.6 cm⁻¹, the mean on the original cell 151.0 cm⁻¹ and the mean on the doubled cell 120.3 cm⁻¹. The last is 6% below the true value. At this small $q$ the true $C=M\omega^2$ is only 16.9, against 95.24 at $q=\pi$, so an error of given size in $C$ is a large fraction of it. The doubled cell gives $C=15.0$, which is 11% below the true $C$, and the square root halves this to the 6% in $\omega$.

## 8. Zero-point energy

The identity (3) holds for any periodic function with an absolutely convergent Fourier series. Apply it to $f(q)=\omega(q)/2$, with $\hbar=1$ and $f(q)=\sum_nf_n\mathrm e^{inq}$. At $R=0$ it gives the grid average

$$\frac1N\sum_mf(q_m)=f_0+\sum_{L\ne0}\mathrm e^{2\pi isL}f_{NL} .$$

Here $f_0$ is the true zero-point energy per atom, and the images are the sampling error. Although $\Phi$ decays exponentially in this chain, $f_n$ does not, because $\omega\approx c|q|$ has a cusp at $q=0$. As $f$ is even, two integrations by parts give

$$f_n=\frac1\pi\int_0^\pi f\cos nq\,dq
=-\frac1{\pi n}\int_0^\pi f'\sin nq\,dq
=\frac1{\pi n^2}\Big\{\big[f'\cos nq\big]_0^\pi-\int_0^\pi f''\cos nq\,dq\Big\}.$$

At $q=\pi$ the slope vanishes by symmetry; at $q=0^+$ it is $c/2$. By (6), $f\propto\sin(q/2)/\sqrt D$ is smooth on $[0,\pi]$, so the same two integrations applied to $f''$ give $\int_0^\pi f''\cos nq\,dq=n^{-2}\{[f'''\cos nq]_0^\pi-\int_0^\pi f''''\cos nq\,dq\}$, where the braces are bounded independently of $n$. Hence $f_n=-c/(2\pi n^2)+O(n^{-4})$. With $\sum_{L\ge1}L^{-2}=\pi^2/6$ and $\sum_{L\ge1}(-1)^LL^{-2}=-\pi^2/12$, the leading errors are

$$\Delta_0=-\frac{\pi c}{6N^2},\qquad \Delta_{1/2}=+\frac{\pi c}{12N^2},\qquad \tfrac12(\Delta_0+\Delta_{1/2})=-\frac{\pi c}{24N^2} . \tag{7}$$

The mean is the first law with $N$ replaced by $2N$, as it must be. The odd images are gone, but the even ones still fall off as a power law.

At small $q$, (6) gives $C\approx K_1(1+x)q^2/(1-x)^3$, so $c=\sqrt{K_1(1+x)/[M(1-x)^3]}=1.610$ mHa. For $N=32$, the first law gives $-\pi\times1610/(6\times1024)=-0.823$ µHa; the computed error is $-0.825$ µHa. The half-shifted error is $+0.413$ and that of the mean $-0.206$ µHa. At $N=4$ the three errors are $-58.8$, $+31.1$ and $-13.8$ µHa, against a true value of 548.4 µHa.

Since $\Delta_{1/2}=-\Delta_0/2$ to leading order, the weights $\tfrac13$ and $\tfrac23$ cancel the $N^{-2}$ term. At $N=4$ they leave $\tfrac13(-58.8)+\tfrac23(31.1)\approx1.1$ µHa. These weights suit the cusp of a chain's acoustic branch. They are wrong for force constants, where they would leave odd images with weight $\tfrac13-\tfrac23=-\tfrac13$.

**The classical limit.** At high temperature $T$ the free energy per atom is the zone average of $k_BT\ln(\omega/k_BT)$. The unshifted grid contains $\omega=0$, where the logarithm diverges, so that point cannot be used as it stands. The half-shifted grid avoids it, and its error can be found in closed form. From (6), with $2(1-\cos q)=|1-\mathrm e^{iq}|^2$,

$$\ln\omega=\mathrm{const}+\ln|1-\mathrm e^{iq}|-\ln|1-x\mathrm e^{iq}| .$$

Both $q$-dependent terms average to zero over the zone: $\ln(1-x\mathrm e^{iq})=-\sum_{n\ge1}x^n\mathrm e^{inq}/n$ has no constant term, and the case $x\to1$ follows because the singularity is integrable. On the half-shifted grid the numbers $w_m=\mathrm e^{iq_m}$ are the roots of $w^N=-1$, so $\prod_m(z-w_m)=z^N+1$. Setting $z=1$ gives $\prod_m(1-w_m)=2$, and $z=1/x$ gives $\prod_m(1-xw_m)=1+x^N$. The free-energy error per atom is therefore

$$\frac{k_BT}{N}\big[\ln2-\ln(1+x^N)\big].$$

It falls only as $1/N$, more slowly than (7), because the logarithm is more singular at $q=0$ than the cusp. These orders, and the weights $\tfrac13,\tfrac23$, belong to one dimension. In three dimensions the singular point weighs less: for a simple cubic model with $\omega^2\propto\sum_i\sin^2(q_i/2)$ the zero-point error falls as $N^{-4}$, with $\Delta_{1/2}/\Delta_0\approx-0.23$, and the classical error of the half-shifted grid falls as $N^{-3}$. Force constants that are negligible at the distance of the images make interpolation accurate, but a thermodynamic average on the original grid still converges only as a power of $1/N$. One therefore interpolates $C(\mathbf q)$ first, and then takes the average on a much denser grid. The denser grid removes only the sampling error; errors of the interpolated $C(\mathbf q)$ remain. At $N=4$ the zero-point errors after interpolation and dense averaging are $-22.7$ µHa for the unshifted grid, $+30.9$ for the half-shifted grid, $-1.6$ for the mean on the doubled cell and $+11.6$ for the mean on the original cell. Keeping $C(0)=0$, as the unshifted grid and the mean on the doubled cell do, is thus not enough on so coarse a grid. It decides the order on finer ones: at $N=16$ the unshifted grid leaves $-0.02$ µHa, against $+0.30$ for the half-shifted grid and $+0.16$ for the mean on the original cell. The half-shifted grid alone leaves a finite frequency at $q=0$, and no denser averaging grid repairs that.

## Numbers as computed

```
K1 = 0.020 Ha/bohr^2, x = 0.4, M = 50000 m_e, N = 4
Force constants in mHa/bohr^2:
R     true   unshifted  half-shifted   mean
0     66.6667     64.0394     69.1628     66.6011
1    -20.0000    -23.8095    -16.3807    -20.0951
2     -8.0000    -16.4204     -0.0000     -8.2102
3     -3.2000    -23.8095     16.3807     -3.7144
4     -1.2800     64.0394    -69.1628     -2.5617
Interpolated C(0) and largest error of C(q), mHa/bohr^2:
unshifted            C(0) =   -0.0000  max error =   15.6324
half-shifted         C(0) =   36.4015  max error =   36.4015
mean, doubled cell   C(0) =   -0.0000  max error =    2.2309
mean, original cell  C(0) =   18.2007  max error =   18.2007
Largest C(q), at q = pi: 95.2381 mHa/bohr^2
Frequency at q = pi/8:
true                 0.5810 mHa = 127.52 cm^-1
unshifted            0.4107 mHa = 90.14 cm^-1
half-shifted         0.8820 mHa = 193.57 cm^-1
mean, doubled cell   0.5480 mHa = 120.28 cm^-1
mean, original cell  0.6880 mHa = 150.99 cm^-1
Zero-point energy per atom: 548.4076 microHa
Sound slope c = d(omega)/dq at q = 0: 1.6102 mHa
Zero-point errors in microHa (unshifted, half-shifted, mean):
N =  4:   -58.7560    31.0976   -13.8292
N = 32:    -0.8252     0.4133    -0.2059
Leading law, N = 32:    -0.8233     0.4117    -0.2058
3D image weights (mean of two grids, mean of eight grids):
L = (1, 0, 0): 0.000 0.000
L = (1, 1, 0): 1.000 0.000
L = (1, 1, 1): 0.000 0.000
L = (2, 0, 0): 1.000 1.000
```
